# Lobe area of a filamentary memristor under fast sinusoidal voltage, part 2

A resistor whose resistance $R$ falls in proportion to the charge passed through it is driven by a sinusoidal voltage. The question is the area of the loop it draws, with voltage $v$ to the right and current $i$ upwards. The law is

$$v=Ri,\qquad \frac{dR}{dt}=-k\,i,\qquad k>0 ,$$

with $k$ in ohm per coulomb. The drive is $v=V\sin\theta$, $\theta=\omega t$, and $R_0$ is the resistance at the upward zero crossing. Fast driving means $\varepsilon\ll1$, where

$$\varepsilon=\frac{kV}{\omega R_0^2}$$

is printed as `e` in the table.

The area $A$ of one lobe, in watts, is $-\int i\,dv$ over the positive half-cycle; the negative half-cycle gives $-A$. The leading area is

$$A=\frac{2\varepsilon V^2}{3R_0}=\frac{2kV^3}{3\omega R_0^3},$$

and the next order multiplies it by $1+3\varepsilon$. Without expansion,

$$A=\frac43\,\frac{V^2}{R_0}\,\frac{1-s}{(1+s)^2},$$

where $s=\sqrt{1-4\varepsilon}=R_{\min}/R_0$ and $R_{\min}$ is the lowest resistance in the cycle. To leading order the vertical opening between the branches at $v=V/\sqrt2$ is $\varepsilon V/R_0$.

With the resistance $R_m$ at the voltage peak as reference, $R_m^2=R_0^2(1-2\varepsilon)$, $h=kV/(\omega R_m^2)$ and

$$A=\frac{2kV^3}{3\omega R_m^3}\left[1+\tfrac32h^2+\dots\right].$$

The table's scaled test divides the area from direct integration ("traced") by the leading formula, first with $R_0$, then with $R_m$.

The flux $\varphi$ is the time integral of the voltage. For small changes of resistance,

$$A\approx\frac{k}{R_0^3}\int_0^V v\,\bigl[\varphi_{\rm ret}(v)-\varphi_{\rm out}(v)\bigr]dv ,$$

where "out" and "ret" mark the branches of rising and falling voltage.

### A filament that supplies $k$

Consider a filament of length $L$ and uniform cross-section $S$. A section of length $g$ is depleted of mobile ions and has resistance $r_{\rm off}$ per unit length. The rest conducts well, with $r_{\rm on}<r_{\rm off}$. Then

$$R=r_{\rm off}\,g+r_{\rm on}(L-g),\qquad
\frac{dR}{dt}=(r_{\rm off}-r_{\rm on})\frac{dg}{dt}.$$

The field in the depleted section is its voltage per unit length, $E=r_{\rm off}\,i$. Assume that the front between the sections is sharp, that ions at the front drift in this field with constant mobility $\mu$, and that a reservoir along the sides of the filament exchanges ions with it, so that the conducting section stays filled right up to the front. With the polarity for which positive voltage shortens the depleted section,

$$\frac{dg}{dt}=-\mu r_{\rm off}\,i,\qquad k=\mu\,r_{\rm off}(r_{\rm off}-r_{\rm on}).$$

The supply from the sides is essential. Drift along the conducting section takes place in the weaker field $r_{\rm on}i$ and brings only the fraction $r_{\rm on}/r_{\rm off}$ of the ions that the moving front needs. If a sharp front had to live on that supply alone, and the depleted section held no mobile ions, $k$ would be smaller by this factor. If instead the conductivity were proportional to the ion density in both sections, the drift flux would be the same on both sides of the front and drift would not move it at all. The expression for $k$ is thus a model assumption, not a general result of ion drift. A constant series resistance needs no separate correction: it is part of $R$, and $V$ is then the voltage across the whole.

When $r_{\rm on}$ is negligible, $R_0\approx r_{\rm off}g$ and $k\approx\mu r_{\rm off}^2$, so

$$\varepsilon\approx\frac{\mu V}{\omega g^2}.$$

The resistivity drops out. In this limit $2\varepsilon$ is, to leading order, the fraction of the depleted section that the front crosses in a half-cycle.

### Numbers for an oxide cell

The inputs are rough values for an oxide cell: $L=20$ nm, $g=10$ nm, filament diameter 10 nm, resistivities 0.1 and 0.001 ohm cm, $\mu=10^{-10}$ cm²/Vs, $V=0.1$ V, frequency 100 Hz and temperature 300 K. The mobility is high for a memory that must retain its state, a point taken up below.

The cross-section is $S=\pi(10\ \text{nm})^2/4=78.54$ nm². Dividing the resistivities by $S$ gives $r_{\rm off}=12.73$ and $r_{\rm on}=0.127$ kohm/nm. The starting resistance is

$$R_0=12.73\times10+0.127\times10\approx128.6\ \text{kohm}.$$

In SI units,

$$k=10^{-14}\times1.2732\times10^{13}\times(1.2732-0.0127)\times10^{13}
\approx1.605\times10^{12}\ \text{ohm/C},$$

$$\varepsilon=\frac{1.605\times10^{12}\times0.1}{628.3\times(1.286\times10^5)^2}\approx0.0154 .$$

The leading lobe area follows:

$$A\approx\frac23\times0.01545\times\frac{(0.1)^2}{1.286\times10^5}\ \text{W}\approx0.80\ \text{nW}.$$

The formula without expansion gives 0.84 nW, and so does direct integration of the moving front, which does not use $k$. The excess over the leading value is 4.9%, against $3\varepsilon=4.6\%$. The next term accounts for the rest: expanding $(1-2\varepsilon)^{-3/2}(1+\tfrac32h^2)$ gives $1+3\varepsilon+(\tfrac{15}{2}+\tfrac32)\varepsilon^2$, and $9\varepsilon^2$ is 0.2%.

The loop is thin. Its opening at $V/\sqrt2$ is 12.6 nA, while the peak current is 0.79 µA.

### Capacitance sets an upper frequency

A capacitance $C$ in parallel adds the current $C\,dv/dt=C\omega V\cos\theta$. Over either half-cycle it contributes

$$\int C\omega V\cos\theta\;V\cos\theta\,d\theta=\frac{\pi C\omega V^2}{2}$$

to $\int i\,dv$. The curve now crosses $v=0$ at a nonzero current, but closing each half along the line $v=0$ adds nothing to this integral. The signed areas $-\int i\,dv$ become

$$A-\frac{\pi C\omega V^2}{2}\quad\text{and}\quad -A-\frac{\pi C\omega V^2}{2}.$$

Half their difference is $A$, so a linear parallel capacitance can be removed from a measured curve.

The leading lobe area falls as $1/\omega$ and the capacitive area grows as $\omega$, at fixed $V$, $R_0$ and $C$. They are equal at

$$\omega_c=\sqrt{\frac{4kV}{3\pi CR_0^3}} .$$

For a rough pad capacitance of 1 pF the corresponding frequency $\omega_c/(2\pi)$ is 901 Hz. At 100 Hz the capacitive area is 1.2% of the lobe. Fast driving is thus a window. The first-order correction $3\varepsilon$ is below 10% above about 46 Hz, since it scales as $1/\omega$ from 4.6% at 100 Hz. The capacitive area is below 10% of the leading lobe up to $901\sqrt{0.1}\approx285$ Hz.

### Heating and field-enhanced hopping

Let a power $P$ be released uniformly in the depleted section, $0<x<g$. Both filament ends are held at the ambient temperature $T_0$, no heat leaves through the sides, and the temperature follows the power without delay. Let $K$ be the thermal conductivity and $\Delta T$ the rise at the front. In the heated part the rise is $\alpha x-Px^2/(2gKS)$. Its value at $x=g$ fixes

$$\alpha=\frac{\Delta T}{g}+\frac{P}{2KS}.$$

The heat crossing the front to the right is $P-KS\alpha$, and it must equal $KS\,\Delta T/(L-g)$. Therefore

$$\frac P2=KS\,\Delta T\left(\frac1g+\frac1{L-g}\right),\qquad
\Delta T=\frac{P\,g(L-g)}{2LKS}.$$

With a rough $K=2$ W/(m K) and a peak power of about $0.1\ \text{V}\times0.79$ µA $=0.079$ µW, the peak rise is 1.26 K. Heat loss through the sides would lower it for the same $P$ and $K$.

Suppose that the mobility varies as $\exp[-E_a/(k_BT)]$ with a rough activation energy $E_a=0.5$ eV. At peak power its relative increase is about

$$\beta=\frac{E_a}{k_BT_0}\frac{\Delta T}{T_0}\approx19.3\times0.0042\approx0.08 .$$

The power follows $\sin^2\theta$, so the flux integrand changes from $\sin\theta$ to $\sin\theta+\beta\sin^3\theta$. Between $\theta$ and $\pi-\theta$, with $c=\cos\theta$, these two terms integrate to $2c$ and $2\beta(c-c^3/3)$. The area weights them with $v\,dv\propto\sin\theta\,c\,d\theta$, so its relative change is

$$\beta\,\frac{\int_0^1(c^2-c^4/3)\,dc}{\int_0^1c^2\,dc}
=\beta\,\frac{1/3-1/15}{1/3}=0.8\,\beta\approx6.5\% .$$

Direct integration, which keeps both the full exponential and the finite $\varepsilon$, gives 7.0%, somewhat more than the first-order correction $3\varepsilon$.

A strong field also raises the ion velocity. For hops of length $a$, an ion of charge $zq_e$ sees a barrier lowered by $zq_eaE/2$ along the field and raised by the same amount against it. The difference of the two hopping rates is proportional to $\sinh X$, with

$$X=\frac{zq_eaE}{2k_BT}.$$

Relative to the low-field drift law, the velocity is multiplied by $\sinh X/X\approx1+X^2/6$. With $z=2$, $a=0.3$ nm and the peak field of 0.10 MV/cm, $X\approx0.12$ and $X^2/6\approx0.0023$. This correction also follows $\sin^2\theta$ at leading order, so the factor 0.8 applies and gives 0.18%. Direct integration gives 0.19%.

### Diffusion undermines the sharp front

In a half-cycle the front moves 0.32 nm, about one ion jump, so a continuous front position can be no more than an average over many ions. Diffusion is more serious. With the Einstein relation $D=\mu k_BT/(zq_e)$, the spread in a half-cycle of duration $\pi/\omega$ is

$$\sigma=\sqrt{\frac{2\pi D}{\omega}}=1.14\ \text{nm},$$

over three times the front's travel. With $r_{\rm on}$ neglected, the travel is $\ell\approx2\varepsilon g$. Using $\mu/(\omega g^2)\approx\varepsilon/V$,

$$\frac{\sigma^2}{\ell^2}\approx\frac{2\pi\mu k_BT}{zq_e\,\omega}\,\frac{1}{4\varepsilon^2g^2}
=\frac{\pi}{2\varepsilon}\,\frac{k_BT}{zq_eV}.$$

At fixed voltage and temperature, faster driving makes the ratio worse. A front that stays sharp on the scale of its travel needs $\varepsilon\gg(\pi/2)k_BT/(zq_eV)$, while the leading area needs $\varepsilon\ll1$. At 0.1 V and 300 K with $z=2$ the lower limit is about 0.2, and the two conditions cannot be met together. At 1 V it is about 0.02, and the conditions are still met only roughly: for this cell at $\varepsilon=0.034$, where $3\varepsilon$ is 10%, the spread is 0.75 of the travel, and at $\varepsilon=0.15$, where it is 0.29 of the travel, the area is 89% above the leading formula. At the same $R_0$, moreover, the power would be a hundred times larger, and the calculated heating, over 100 K, would rule out a constant mobility.

The value 0.84 nW is therefore the consequence of the stated law with a $k$ estimated from sharp-front drift. It is not a prediction for a diffusing ion distribution. Suppose instead that ions enter only from the conducting end of the filament, where their density is held fixed, and that the conductivity is proportional to their density. Numerical solution of the drift-diffusion equation then gives a first-lobe area of about 5.4 nW if ions can leave freely at the far end and 6.7 nW if they are blocked there, six to eight times as much. Here the depleted section starts with 1% of the conducting density. Diffusion alone gives the same 5.4 nW: with this law the product of density and field is uniform along the filament, so drift changes the profile only where a blocked end interrupts it, and in the free case the lobe comes entirely from the diffusive fall of $R$ with time. If the resistivity falls linearly with ion density instead, the blocked case gives only about 0.008 nW. The result thus depends strongly on the assumed material law, so 0.84 nW illustrates the formula and should not be used as an estimate for a real cell. Diffusion across the depleted section takes about $g^2/(2D)=0.39$ s, or 39 drive periods. The starting resistance is lost much sooner: in the model with conductivity proportional to density and a blocked far end, it has fallen by about a third after one full cycle. The periodic loop of the simple law is then not reached even approximately.

### Beside a real memory cell

Oxide films of several to tens of nanometres, narrow filaments and resistances from kilohms to megohms are in the range of filamentary memories. The field of 0.10 MV/cm is well below the rough breakdown scale of a few MV/cm for thin oxides. A nonvolatile cell strongly violates the assumption of a constant mobility. Such a cell is meant to keep its state for years at low bias and yet switch quickly near a volt, so its ions must be far less mobile at low bias than assumed here. Retention for ten years, about $3\times10^8$ s, in place of 0.39 s would require a low-bias mobility smaller by a factor of about $10^9$ in this diffusion estimate. At fixed $V$, $\omega$ and geometry, $k$ and the leading lobe area would shrink by the same factor. The example is thus closer to a volatile cell that forgets within a second.

The ohmic depleted section is a further assumption. For an insulating gap with a rectangular barrier of height $\Phi$ and the free electron mass $m$, the tunnelling factor is $\exp(-2g\sqrt{2m\Phi}/\hbar)$. At $g=10$ nm and a rough $\Phi=0.5$ eV it is about $10^{-31.5}$, so direct tunnelling does not compete with the assumed conduction. The exponent is about 7.2 per nanometre. If a gap of 1 nm conducted by tunnelling instead, a small movement of the front would change $\ln R$ by 7.2 per nanometre, against $1/g=1$ per nanometre for an ohmic gap. The initial response would be about seven times larger at the same front velocity. Since $dR/dg$ would then be proportional to $R$, a constant $k$, and with it the area formula, would no longer follow from the drift of the front.

## Table of computed values

```
SCALED TEST: e, traced/leading area, same with R at voltage peak
  0.005  1.01523  1.00004
  0.020  1.06384  1.00065
  0.100  1.43150  1.02430
  0.200  2.63932  1.22664
INPUTS (rough, typical of the device class)
  film thickness 20 nm, depleted 10 nm
  filament diameter 10 nm
  resistivity, depleted section 0.100 ohm cm
  resistivity, conducting section 0.0010 ohm cm
  ion mobility 1.0e-10 cm2/Vs
  amplitude 0.10 V, frequency 100 Hz, 300 K
RESULTS
  angular frequency w = 628.32 rad/s
  filament cross-section = 78.54 nm2
  r_off = 12.732 kohm/nm
  r_on = 0.1273 kohm/nm
  R0 = 128.60 kohm
  lowest R in the cycle = 124.56 kohm
  k = 1.6049e+12 ohm/C
  e = kV/(w R0^2) = 0.01545
  peak current = 0.7900 uA
  branch opening at V/sqrt2, traced = 12.594 nA
  branch opening, leading formula = 12.011 nA
  lobe area, leading formula = 0.8007 nW
  lobe area, exact formula = 0.8396 nW
  lobe area, traced moving front = 0.8396 nW
  lobe area, leading with R at peak = 0.8393 nW
  traced/leading - 1 = 4.86 %
NEGLECTED EFFECTS
  thermal conductivity 2.0 W/(m K) (rough input)
  mobility activation energy 0.50 eV (rough input)
  peak heating of the front = 1.26 K
  lobe change by heating = +6.99 %
  ion jump 0.30 nm, charge 2 e (input)
  lobe change by field-enhanced hopping = +0.189 %
  pad capacitance 1.0 pF (rough input)
  capacitive area / lobe area = 1.18 %
  frequency where they are equal = 901 Hz
  peak field in depleted section = 0.1006 MV/cm
  tunnelling barrier 0.50 eV (rough input)
  log10 of tunnelling factor = -31.5
  front travel in a half-cycle = 0.320 nm
  front travel / ion jump = 1.07
  diffusion spread in a half-cycle = 1.14 nm
  time to diffuse over depleted section = 0.387 s
  the same in drive periods = 39
```
